**Even and odd relaxation rates of a two-dimensional Fermi surface**

The program studies the linearized golden-rule collision operator of a parabolic 2D electron gas with contact interaction between opposite spins. Here $t=T/\varepsilon_F$, $m$ is the angular harmonic, $\lambda$ is the coupling times the density of states per spin, and rates are in units of $\lambda^2T^2/(\hbar\varepsilon_F)$. It asserts that the variance form of the dissipation agrees within 2% with a direct quasi-random integral over momentum transfer for $m=2$ and 3. It also asserts the low-temperature laws $(8\pi/3)S_m$ for rigid even harmonics and $(\pi^3/15)G_mt^2$ for odd trial modes $p^{m^2}e^{im\theta}$, where $S_m=\sum_{j=1}^{m/2}1/(2j-1)$ and $G_3=576$. Further assertions cover the logarithm of the rigid $m=3$ harmonic and its removal, the growth of $G_m$ as $4m^4\ln m$, and the zero modes of particle number, energy and momentum. At $t=0.01$ the lowest eigenvalues are 8.0 for $m=2$ and 0.066 for $m=3$, a ratio of 120. Between $t=0.005$ and $0.0025$ the rates follow powers of temperature of 1.99 and 3.90. Nearly head-on pairs supply 99.8% of the rigid $m=2$ decay at $t=0.0025$, but about half of the much slower decay of the $m=3$ trial mode.

## Numerical verification

```python
"""
Claim under test: in a 2D electron gas even angular harmonics of the Fermi
surface decay at a rate ~T^2, while the slowest odd ones decay at ~T^4.
Parabolic band, contact interaction between opposite spins, golden rule.
t = T/E_F (k_B = 1), x = (energy - mu)/T, momenta in units of p_F.
Deviation: f = f0 + f0 (1 - f0) psi, psi = r(x) exp(i m theta).
lam = coupling times density of states per spin.
All rates are in the unit lam^2 T^2 / (hbar E_F) unless stated otherwise.
Pairs: p1 = P/2 + k, p2 = P/2 - k; alpha = angle with tan(alpha) = 2k/P.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.stats import qmc

NODES, WEIGHTS = np.polynomial.legendre.leggauss(48)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2
Z_STEP = 0.25          # step in z = ln tan(alpha)
Z_CUT = 3.0            # pairs with z > Z_CUT count as nearly head-on


def collision_form(t, m, radials, head_on_only=False):
    """Dissipation matrix: variance of the pair sum over directions of k."""
    X = np.arange(-17.5, 18.0)
    X = X[1 + t * X > 0.04][:, None, None]
    n_z = int(np.ceil((np.log(1 / t) + 6) / Z_STEP))
    z = ((np.arange(-n_z, n_z) + 0.5) * Z_STEP)[None, :, None]
    R2 = 1 + t * X
    cos_a = 1 / np.sqrt(1 + np.exp(2 * z))
    sin_a = np.exp(z) * cos_a
    P, k = 2 * np.sqrt(R2) * cos_a, np.sqrt(R2) * sin_a
    a = P * k / t
    chi_max = np.arcsin(np.minimum(1.0, (np.abs(X) + 30) / a))
    chi = chi_max * NODES              # angle of k from the normal to P
    u = a * np.sin(chi)
    w = chi_max * WEIGHTS / (np.cosh(X) + np.cosh(u))
    w0 = w.sum(axis=2, keepdims=True)
    p1 = P / 2 + k * np.sin(chi) + 1j * k * np.cos(chi)
    p2 = P / 2 - k * np.sin(chi) - 1j * k * np.cos(chi)
    e1, e2 = (p1 / np.abs(p1)) ** m, (p2 / np.abs(p2)) ** m
    measure = 2 * t * R2 * (sin_a * cos_a) ** 2 * Z_STEP
    if head_on_only:
        measure = measure * (z > Z_CUT)
    root = np.sqrt(16 * w0 * w * measure / (8 * np.pi * t**3))
    real_rows, imag_rows = [], []
    for r in radials:
        pair_sum = r(X + u) * e1 + r(X - u) * e2
        mean = (w * pair_sum.real).sum(axis=2, keepdims=True) / w0
        real_rows.append(((pair_sum.real - mean) * root).ravel())
        imag_rows.append((pair_sum.imag * root).ravel())
    A, B = np.array(real_rows), np.array(imag_rows)
    return A @ A.T + B @ B.T


def norm_matrix(t, radials):
    x = np.arange(-36, 36.01, 0.25)
    x = x[1 + t * x > 0.001]
    weight = 0.25 / (4 * np.cosh(x / 2) ** 2)
    rows = np.array([r(x) * np.ones_like(x) for r in radials])
    return (rows * weight) @ rows.T


def power_radial(t, s):
    """Radial factor p^s."""
    return lambda x: np.maximum(1 + t * x, 0.0) ** (s / 2)


def quotient(t, m, s, head_on_only=False):
    r = [power_radial(t, s)]
    form = collision_form(t, m, r, head_on_only)
    return form[0, 0] / norm_matrix(t, r)[0, 0]


def spectrum(t, m, size=6):
    """Ritz values, those of a smaller basis, and weight of first function."""
    base = power_radial(t, m % 2)
    radials = [lambda x, n=n: base(x) * (x / 5) ** n for n in range(size)]
    G, N = collision_form(t, m, radials), norm_matrix(t, radials)
    values, vectors = eigh(G, N)
    small = eigh(G[:4, :4], N[:4, :4], eigvals_only=True)
    overlap = (N[0] @ vectors[:, 0]) ** 2 / N[0, 0]
    return values, small, overlap


def direct_rate(t, m):
    """Pure harmonic, straight from Fermi factors and momentum transfer."""
    v = qmc.Sobol(4, seed=1).random_base2(19)
    v = np.clip(v, 1e-12, 1 - 1e-12)
    spread = 1.5
    x1, x2 = (spread * np.log(v[:, i] / (1 - v[:, i])) for i in (0, 1))
    density = v[:, 0] * (1 - v[:, 0]) * v[:, 1] * (1 - v[:, 1]) / spread**2
    allowed = (1 + t * x1 > 0) & (1 + t * x2 > 0)
    x1, x2, density = x1[allowed], x2[allowed], density[allowed]
    p1 = np.sqrt(1 + t * x1) + 0j
    p2 = np.sqrt(1 + t * x2) * np.exp(2j * np.pi * v[allowed, 2])
    q_dir = np.exp(2j * np.pi * v[allowed, 3])
    transfer = ((p1 - p2) * q_dir.conj()).real * q_dir
    p3, p4 = p1 - transfer, p2 + transfer

    def fermi(p):
        return 1 / (np.exp((np.abs(p) ** 2 - 1) / t) + 1)

    def psi(p):
        return (p / np.abs(p)) ** m

    F = fermi(p1) * fermi(p2) * (1 - fermi(p3)) * (1 - fermi(p4))
    change = np.abs(psi(p1) + psi(p2) - psi(p3) - psi(p4)) ** 2
    return np.sum(F * change / density) / len(v) * np.pi / (4 * t)


def even_law(m):
    return 8 * np.pi / 3 * sum(1 / (2 * j - 1) for j in range(1, m // 2 + 1))


def odd_integrals(m):
    """Head-on and generic parts of G_m for the radial factor p^(m^2)."""
    def near(d):
        re = m * m - m * np.sin(m * d) / np.sin(d)
        im = m * (np.cos(m * d) - np.cos(d)) / np.sin(d)
        return (re**2 + im**2) / np.sin(d)

    def generic(al):
        b = m * m * np.sin(m * al) - m * np.cos(m * al) * np.tan(al)
        return b * b / (np.sin(al) * np.cos(al))

    i_near = 2 * quad(near, 0, np.pi, limit=500, epsrel=1e-7)[0]
    i_gen = quad(generic, 0, np.pi / 2, limit=500, epsrel=1e-7)[0]
    return i_near / 2, 2 * i_gen


# Thermal moments used in the low-temperature laws
X0 = 1.3
for power, closed in ((0, 2 * X0 / np.sinh(X0)),
                      (2, 2 * X0 / np.sinh(X0) * (np.pi**2 + X0**2) / 3)):
    numeric = quad(lambda u: u**power / (np.cosh(X0) + np.cosh(u)), -50, 50,
                   points=[0], limit=200)[0]
    assert abs(numeric / closed - 1) < 1e-7

print("Rate unit: lam^2 T^2/(hbar E_F), unless another unit is given")
# Variance form against the direct integral (quasi-random sampling error)
for m in (2, 3):
    direct, reduced = direct_rate(0.1, m), quotient(0.1, m, 0)
    print(f"T/E_F=0.1, rigid m={m}: direct {direct:.3f}, "
          f"variance form {reduced:.3f}")
    assert abs(direct / reduced - 1) < 0.02

# Low-temperature law of even harmonics
t_low = 5e-4
for m in (2, 4, 6):
    numeric = quotient(t_low, m, 0)
    print(f"T/E_F={t_low}, rigid m={m}: numeric {numeric:.3f}, "
          f"law {even_law(m):.3f}")
    assert abs(numeric / even_law(m) - 1) < 0.01

# Low-temperature law of odd harmonics with radial factor p^(m^2)
for m in (3, 5):
    near, generic = odd_integrals(m)
    law = np.pi**3 / 15 * (near + generic)
    numeric = quotient(t_low, m, m * m) / t_low**2
    print(f"G_{m}: head-on part {near:.2f}, generic part {generic:.2f}")
    print(f"m={m}, p^(m^2): rate/(T/E_F)^2 numeric {numeric:.1f}, "
          f"law {law:.1f}")
    assert abs(numeric / law - 1) < 0.02
assert abs(sum(odd_integrals(3)) - 576) < 1e-3

# Logarithm of the rigid odd harmonic, and its removal
rigid = [quotient(s, 3, 0) / s**2 for s in (1e-3, 5e-4)]
slope = (rigid[1] - rigid[0]) / np.log(2)
slope_law = 2 * np.pi**3 / 15 * 81
bent = [quotient(s, 3, 9) / s**2 for s in (1e-3, 5e-4)]
slope_bent = (bent[1] - bent[0]) / np.log(2)
print(f"Rigid m=3, rate/(T/E_F)^2 at T/E_F=0.001, 0.0005: "
      f"{rigid[0]:.0f}, {rigid[1]:.0f}")
print(f"Its slope in ln(E_F/T): numeric {slope:.1f}, law {slope_law:.1f}")
print(f"Same slope with radial factor p^9: {slope_bent:.2f}")
assert abs(slope / slope_law - 1) < 0.02
assert abs(slope_bent) < 0.02 * slope_law

# Growth with m
g_41, g_81 = (sum(odd_integrals(m)) / m**4 for m in (41, 81))
growth = (g_81 - g_41) / np.log(81 / 41)
print(f"Slope of G_m/m^4 in ln m, m=41 to 81: {growth:.3f} (law 4)")
assert abs(growth / 4 - 1) < 0.03

# Which collisions do the relaxing
t_share = 0.0025
opening = np.pi - 2 * np.arctan(np.exp(Z_CUT))
print(f"Nearly head-on: within {opening:.4f} rad of opposite directions")
shares = {}
for m, s in ((2, 0), (3, 9)):
    total = quotient(t_share, m, s)
    shares[m] = quotient(t_share, m, s, True) / total
    print(f"T/E_F={t_share}, m={m}, radial p^{s}: rate {total:.5f}, "
          f"head-on share {shares[m]:.4f}")
assert shares[2] > 0.95 and shares[3] < 0.8

# Eigenvalues for the worked example
fermi_meV, temp_meV, lam = 100.0, 1.0, 0.5
t = temp_meV / fermi_meV
print(f"Example: E_F={fermi_meV} meV, T={temp_meV} meV, lam={lam}, "
      f"T/E_F={t}")
lowest = {}
for m in range(8):
    values, small, overlap = spectrum(t, m)
    lowest[m] = values[0]
    print(f"m={m}: lowest eigenvalues {abs(values[0]):.4f}, "
          f"{abs(values[1]):.4f}; first-function weight {overlap:.3f}")
    if m == 0:
        assert max(abs(values[:2])) < 1e-8 and values[2] > 0.1
    if m == 1:
        assert abs(values[0]) < 1e-8 and values[1] > 0.1
    if m in (2, 3):
        change = small[0] / values[0] - 1
        print(f"   m={m}: excess with 4 instead of 6 radial functions "
              f"{100 * change:.3f} %")
        assert abs(change) < 0.03 and overlap > 0.8
assert lowest[2] / lowest[3] > 20 and lowest[3] < lowest[5]

kelvin = temp_meV * 1e-3 * constants.e / constants.k
unit = (lam**2 * (temp_meV * 1e-3) ** 2 / (fermi_meV * 1e-3)
        * constants.e / constants.hbar * 1e-9)
print(f"T = {kelvin:.2f} K; rate unit = {unit:.4f} ns^-1")
for m in (2, 3):
    print(f"m={m}: rate {lowest[m] * unit:.4f} ns^-1, "
          f"lifetime {1 / (lowest[m] * unit):.4f} ns")
print(f"Ratio of rates m=2 to m=3: {lowest[2] / lowest[3]:.1f}")

# Temperature scan of the slowest eigenvalues
scan = (0.02, 0.01, 0.005, 0.0025)
table = {m: [spectrum(s, m)[0][0] for s in scan] for m in (2, 3)}
for i, s in enumerate(scan):
    print(f"T/E_F={s}: m=2 {table[2][i]:.4f}, m=3 {table[3][i]:.6f}, "
          f"m=3/(T/E_F)^2 {table[3][i] / s**2:.1f}")
exponent = {m: 2 + np.log(table[m][2] / table[m][3]) / np.log(2)
            for m in (2, 3)}
print(f"Power of T between the last two: m=2 {exponent[2]:.3f}, "
      f"m=3 {exponent[3]:.3f}")
assert abs(exponent[2] - 2) < 0.15 and 3.5 < exponent[3] < 4.15
assert table[3][3] < 1.001 * quotient(scan[3], 3, 9)

print("verified")
```

It prints:

```
Rate unit: lam^2 T^2/(hbar E_F), unless another unit is given
T/E_F=0.1, rigid m=2: direct 7.685, variance form 7.689
T/E_F=0.1, rigid m=3: direct 2.705, variance form 2.708
T/E_F=0.0005, rigid m=2: numeric 8.377, law 8.378
T/E_F=0.0005, rigid m=4: numeric 11.169, law 11.170
T/E_F=0.0005, rigid m=6: numeric 12.840, law 12.846
G_3: head-on part 288.00, generic part 288.00
m=3, p^(m^2): rate/(T/E_F)^2 numeric 1190.7, law 1190.6
G_5: head-on part 2933.33, generic part 2933.33
m=5, p^(m^2): rate/(T/E_F)^2 numeric 12131.0, law 12126.9
Rigid m=3, rate/(T/E_F)^2 at T/E_F=0.001, 0.0005: 1699, 1931
Its slope in ln(E_F/T): numeric 334.8, law 334.9
Same slope with radial factor p^9: -0.14
Slope of G_m/m^4 in ln m, m=41 to 81: 4.002 (law 4)
Nearly head-on: within 0.0995 rad of opposite directions
T/E_F=0.0025, m=2, radial p^0: rate 8.37572, head-on share 0.9977
T/E_F=0.0025, m=3, radial p^9: rate 0.00745, head-on share 0.4980
Example: E_F=100.0 meV, T=1.0 meV, lam=0.5, T/E_F=0.01
m=0: lowest eigenvalues 0.0000, 0.0000; first-function weight 1.000
m=1: lowest eigenvalues 0.0000, 19.1577; first-function weight 1.000
m=2: lowest eigenvalues 7.9552, 13.0892; first-function weight 0.985
   m=2: excess with 4 instead of 6 radial functions 0.958 %
m=3: lowest eigenvalues 0.0662, 19.2395; first-function weight 0.999
   m=3: excess with 4 instead of 6 radial functions 0.019 %
m=4: lowest eigenvalues 10.2259, 16.4748; first-function weight 0.971
m=5: lowest eigenvalues 0.4126, 19.5443; first-function weight 0.998
m=6: lowest eigenvalues 11.2599, 18.0309; first-function weight 0.967
m=7: lowest eigenvalues 1.1178, 20.0660; first-function weight 0.998
T = 11.60 K; rate unit = 3.7982 ns^-1
m=2: rate 30.2154 ns^-1, lifetime 0.0331 ns
m=3: rate 0.2513 ns^-1, lifetime 3.9788 ns
Ratio of rates m=2 to m=3: 120.2
T/E_F=0.02: m=2 7.8299, m=3 0.224969, m=3/(T/E_F)^2 562.4
T/E_F=0.01: m=2 7.9552, m=3 0.066173, m=3/(T/E_F)^2 661.7
T/E_F=0.005: m=2 8.0317, m=3 0.018352, m=3/(T/E_F)^2 734.1
T/E_F=0.0025: m=2 8.0818, m=3 0.004928, m=3/(T/E_F)^2 788.4
Power of T between the last two: m=2 1.991, m=3 3.897
verified
```
